# The Slab-Truncated Coulomb Kernel and Its Limits at Vanishing In-Plane Wavevector: test program

```python
"""Slab-truncated Coulomb kernel (Hartree atomic units, lengths in bohr).

Result under test: keeping 1/r only for |z| < zc = L/2 gives
    v(k, Gz) = 4 pi/(k^2 + Gz^2) * (1 - exp(-k zc) cos(Gz zc)),  Gz = 2 pi n/L,
with k the in-plane wavevector length and L the cell height.
For k -> 0: n != 0 gives 4 pi (1 - (-1)^n)/Gz^2;
            n == 0 gives 4 pi zc/k - 2 pi zc^2 + (2 pi/3) zc^3 k + ...
The kernel is also used for the energy and potential of a polar sheet of
Gaussian charges and compared with a direct real-space lattice sum.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf, j0

PI = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def slab_kernel(k, n, L):
    """Kernel for zc = L/2; at k = n = 0 the finite part -2 pi zc^2."""
    k, n = np.broadcast_arrays(np.asarray(k, float), np.asarray(n, float))
    zc, gz = L / 2, 2 * PI * n / L
    g2 = k**2 + gz**2
    zero = g2 < 1e-14
    value = 4 * PI / np.where(zero, 1.0, g2) * (1 - np.exp(-k * zc) * np.cos(gz * zc))
    return np.where(zero, -2 * PI * zc**2, value)


def bulk_kernel(k, n, L):
    """Ordinary 4 pi/G^2 with the G = 0 term left out."""
    g2 = np.asarray(k, float)**2 + (2 * PI * np.asarray(n, float) / L)**2
    zero = g2 < 1e-14
    return np.where(zero, 0.0, 4 * PI / np.where(zero, 1.0, g2))


def general_kernel(k, gz, zc):
    """Kernel for a cutoff zc not tied to the cell height."""
    bracket = gz / k * np.sin(gz * zc) - np.cos(gz * zc)
    return 4 * PI / (k**2 + gz**2) * (1 + np.exp(-k * zc) * bracket)


# ---- Kernel from its definition: damped in-plane integral, damping -> 0 ----
edges = np.concatenate([[0.0], np.geomspace(1e-3, 1, 13), np.arange(3, 3202, 2.0)])
nodes, node_weights = np.polynomial.legendre.leggauss(16)
half = np.diff(edges) / 2
middle = (edges[1:] + edges[:-1]) / 2
rho = (middle[:, None] + half[:, None] * nodes).ravel()
rho_weights = (half[:, None] * node_weights).ravel()
dampings = 0.32 / 2.0**np.arange(6)
to_zero = np.array([np.prod([b / (b - a) for b in dampings if b != a])
                    for a in dampings])
damping_factors = np.exp(-dampings[:, None] * rho)


def in_plane_transform(k, profile):
    integrand = 2 * PI * rho_weights * rho * j0(k * rho) * profile
    return to_zero @ (damping_factors @ integrand)


def kernel_by_definition(k, gz, zc):
    x, w = np.polynomial.legendre.leggauss(24)
    profile = np.zeros_like(rho)
    for z, wz in zip(zc * (x + 1) / 2, zc * w / 2):
        profile += 2 * wz * np.cos(gz * z) / np.sqrt(rho**2 + z**2)
    return in_plane_transform(k, profile)


print("In-plane transform of 1/r at k = 0.8 /bohr (bohr)")
for z in (0.3, 1.0):
    direct = in_plane_transform(0.8, 1 / np.sqrt(rho**2 + z**2))
    formula = 2 * PI * np.exp(-0.8 * z) / 0.8
    assert abs(direct - formula) < 1e-4
    print(f"  z = {z:.1f} bohr: integral {direct:.5f}, formula {formula:.5f}")

print("Kernel for L = 2 bohr, zc = 1 bohr (bohr^2)")
for k, n in ((0.8, 0), (0.8, 1), (1.3, 2)):
    direct = kernel_by_definition(k, PI * n, 1.0)
    formula = float(slab_kernel(k, n, 2.0))
    assert abs(direct - formula) < 1e-4
    print(f"  k = {k:.1f} /bohr, n = {n}: integral {direct:.5f}, formula {formula:.5f}")
direct = kernel_by_definition(0.9, 2.0, 1.0)
formula = general_kernel(0.9, 2.0, 1.0)
assert abs(direct - formula) < 1e-4
print(f"  general cutoff, k = 0.9, Gz = 2.0 /bohr: integral {direct:.5f}, "
      f"formula {formula:.5f}")

# ---- Limits k -> 0, from one-dimensional quadrature over the cell height ----
L = 20.0
zc = L / 2


def cell_integral(function, gz, cut):
    return 2 * quad(lambda z: function(z) * np.cos(gz * z), 0, cut,
                    epsabs=1e-10, epsrel=1e-11, limit=200)[0]


small_k = 1e-4
print(f"Limits for L = {L:.0f} bohr, zc = {zc:.0f} bohr (bohr^2)")
for n in (0, 1, 2, 3):
    gz = 2 * PI * n / L
    finite = cell_integral(lambda z: -2 * PI * z, gz, zc)
    slope = cell_integral(lambda z: PI * z**2, gz, zc)
    if n == 0:
        limit, linear = -2 * PI * zc**2, 2 * PI * zc**3 / 3
        remainder = float(slab_kernel(small_k, 0, L)) - 4 * PI * zc / small_k
    else:
        limit = 4 * PI * (1 - (-1)**n) / gz**2
        linear = (-1)**n * 4 * PI * zc / gz**2
        remainder = float(slab_kernel(small_k, n, L))
    assert abs(finite - limit) < 1e-6
    assert abs(slope - linear) < 1e-5
    # the neglected quadratic term is below 1e-4; rounding adds about 1e-6
    assert abs(remainder - finite - slope * small_k) < 1e-3
    print(f"  n = {n}: finite part {limit:.4f}, linear coefficient {linear:.3f} bohr^3")

# A cutoff other than L/2 leaves a 1/k divergence at n != 0.
other_cut, gz = 0.4 * L, 2 * PI / L
k_times_v = cell_integral(lambda z: 2 * PI * np.exp(-1e-6 * z), gz, other_cut)
divergence = 4 * PI * np.sin(gz * other_cut) / gz
assert abs(k_times_v - divergence) < 1e-2
assert abs(divergence) > 1
print(f"k*v at n = 1, k -> 0, for zc = 0.4 L: {divergence:.4f} bohr")

# ---- Polar sheet of Gaussian charges ----
a, width, charge, separation = 6.0, 0.7, 1.0, 3.0
area, dipole = a**2, charge * separation
print(f"Sheet: a = {a:.1f} bohr, width = {width:.1f} bohr, charges +/-{charge:.1f} e, "
      f"separation {separation:.1f} bohr")
print(f"  area = {area:.1f} bohr^2, dipole per cell = {dipole:.1f} e bohr")


def reciprocal_energy(kernel, L):
    g_max = 9.0
    m = np.arange(-int(g_max * a / (2 * PI)) - 1, int(g_max * a / (2 * PI)) + 2)
    n = np.arange(-int(g_max * L / (2 * PI)) - 1, int(g_max * L / (2 * PI)) + 2)
    mx, my, nz = np.meshgrid(m, m, n, indexing="ij")
    k = 2 * PI / a * np.sqrt(mx**2 + my**2)
    gz = 2 * PI * nz / L
    density = -2j * charge * np.sin(gz * separation / 2)
    density = density * np.exp(-(k**2 + gz**2) * width**2 / 2)
    return float(np.sum(kernel(k, nz, L) * np.abs(density)**2) / (2 * area * L))


def pair_interaction(r):
    safe = np.where(r < 1e-12, 1.0, r)
    return np.where(r < 1e-12, 1 / (width * np.sqrt(PI)),
                    erf(safe / (2 * width)) / safe)


def real_space_energy(N):
    """Square block of cells plus the far tail of the dipole interaction d^2/R^3."""
    i = a * np.arange(-N, N + 1)
    R = np.sqrt(i[:, None]**2 + i[None, :]**2)
    block = np.sum(pair_interaction(R) - pair_interaction(np.sqrt(R**2 + separation**2)))
    tail = 0.5 * separation**2 * 4 * np.sqrt(2) / (area * (N + 0.5) * a)
    return charge**2 * float(block + tail)


reference = real_space_energy(300)
assert abs(reference - real_space_energy(150)) < 1e-6
print(f"Real-space energy per cell: {reference:.6f} hartree = "
      f"{reference * HARTREE_EV:.4f} eV")
print("Energy per cell (hartree): slab kernel, its error, ordinary kernel, its error")
slab_error, bulk_error = {}, {}
for height in (8.0, 12.0, 16.0, 20.0, 40.0):
    e_slab = reciprocal_energy(slab_kernel, height)
    e_bulk = reciprocal_energy(bulk_kernel, height)
    slab_error[height], bulk_error[height] = e_slab - reference, e_bulk - reference
    print(f"  L = {height:.0f} bohr: {e_slab:.6f}, {slab_error[height]:.1e}, "
          f"{e_bulk:.6f}, {bulk_error[height]:.6f}")
assert abs(slab_error[20.0]) < 1e-6 and abs(slab_error[40.0]) < 1e-6
assert abs(slab_error[8.0]) > 1e-3
for height in (20.0, 40.0):
    predicted = -2 * PI * dipole**2 / (area * height)
    assert abs(bulk_error[height] - predicted) < 2e-6
    print(f"  predicted ordinary-kernel error, L = {height:.0f} bohr: "
          f"{predicted:.6f} hartree")

# ---- Planar-averaged potential step between z = +6 and z = -6 bohr ----
height, z_probe = 30.0, 6.0
n = np.arange(-60, 61)
gz = 2 * PI * n / height
density = -2j * charge * np.sin(gz * separation / 2) * np.exp(-(gz * width)**2 / 2)


def potential_step(kernel):
    coefficients = kernel(0.0, n, height) * density / (area * height)
    return float(np.real(np.sum(coefficients * 2j * np.sin(gz * z_probe))))


step_slab, step_bulk = potential_step(slab_kernel), potential_step(bulk_kernel)
step_exact = 4 * PI * dipole / area
step_reduced = step_exact * (1 - 2 * z_probe / height)
assert abs(step_slab - step_exact) < 1e-7
assert abs(step_bulk - step_reduced) < 1e-7
print(f"Potential step, L = {height:.0f} bohr, z = +/-{z_probe:.0f} bohr (hartree/e)")
print(f"  slab kernel {step_slab:.6f}, 4 pi p/A {step_exact:.6f}")
print(f"  ordinary kernel {step_bulk:.6f}, predicted {step_reduced:.6f}")

# ---- Charged sheet: meaning of the finite part at k = n = 0 ----
n = np.arange(-60, 61)
gz = 2 * PI * n / L
sheet = float(np.sum(slab_kernel(0.0, n, L) * np.exp(-(gz * width)**2))
              * charge**2 / (2 * area * L))
spread = np.sqrt(2) * width
mean_distance = 2 * quad(lambda s: s * np.exp(-s**2 / (2 * spread**2))
                         / (spread * np.sqrt(2 * PI)), 0, 12 * spread)[0]
sheet_direct = -2 * PI * mean_distance * charge**2 / (2 * area)
assert abs(sheet - sheet_direct) < 1e-8
shift = 2 * PI * zc**2 * charge**2 / (2 * area * L)
print(f"Charged sheet, L = {L:.0f} bohr, planar energy per cell (hartree)")
print(f"  kernel sum {sheet:.6f}, direct average {sheet_direct:.6f}")
print(f"  change if the finite part is set to zero: {shift:.6f}")
print("success")
```

Printed output:

```
In-plane transform of 1/r at k = 0.8 /bohr (bohr)
  z = 0.3 bohr: integral 6.17816, formula 6.17816
  z = 1.0 bohr: integral 3.52902, formula 3.52902
Kernel for L = 2 bohr, zc = 1 bohr (bohr^2)
  k = 0.8 /bohr, n = 0: integral 10.81240, formula 10.81240
  k = 0.8 /bohr, n = 1: integral 1.73297, formula 1.73297
  k = 1.3 /bohr, n = 2: integral 0.22205, formula 0.22205
  general cutoff, k = 0.9, Gz = 2.0 /bohr: integral 5.20089, formula 5.20089
Limits for L = 20 bohr, zc = 10 bohr (bohr^2)
  n = 0: finite part -628.3185, linear coefficient 2094.395 bohr^3
  n = 1: finite part 254.6479, linear coefficient -1273.240 bohr^3
  n = 2: finite part 0.0000, linear coefficient 318.310 bohr^3
  n = 3: finite part 28.2942, linear coefficient -141.471 bohr^3
k*v at n = 1, k -> 0, for zc = 0.4 L: 23.5114 bohr
Sheet: a = 6.0 bohr, width = 0.7 bohr, charges +/-1.0 e, separation 3.0 bohr
  area = 36.0 bohr^2, dipole per cell = 3.0 e bohr
Real-space energy per cell: 0.644769 hartree = 17.5451 eV
Energy per cell (hartree): slab kernel, its error, ordinary kernel, its error
  L = 8 bohr: 0.615142, -3.0e-02, 0.444877, -0.199892
  L = 12 bohr: 0.644650, -1.2e-04, 0.513820, -0.130950
  L = 16 bohr: 0.644769, -1.5e-08, 0.546594, -0.098176
  L = 20 bohr: 0.644769, -6.8e-10, 0.566230, -0.078540
  L = 40 bohr: 0.644769, -6.8e-10, 0.605500, -0.039270
  predicted ordinary-kernel error, L = 20 bohr: -0.078540 hartree
  predicted ordinary-kernel error, L = 40 bohr: -0.039270 hartree
Potential step, L = 30 bohr, z = +/-6 bohr (hartree/e)
  slab kernel 1.047198, 4 pi p/A 1.047198
  ordinary kernel 0.628319, predicted 0.628319
Charged sheet, L = 20 bohr, planar energy per cell (hartree)
  kernel sum -0.068929, direct average -0.068929
  change if the finite part is set to zero: 0.436332
success
```
